\section*{Gärtner's photocurrent for a semiconductor electrode, with its edge-condition error, part 1}

(Sections cited here and not found follow in the second part.)

\section{The ideal photocurrent}

A program that counts only the light absorbed in the depletion layer of a semiconductor electrode can miss a large part of the photocurrent. For the electrode computed below, at a band bending of 1 V, it returns $0.45\ \mathrm{mA/cm^2}$ where Gärtner's formula gives $0.84\ \mathrm{mA/cm^2}$. The missing carriers are created deeper, in the field-free bulk, and diffuse to the layer. A fit that leaves them out makes up the difference with an absorption coefficient or a layer width that is too large. Gärtner's formula adds the two contributions.

\subsection{Geometry, signs and light}

The electrode is n-type and fills $x>0$; the electrolyte lies at $x<0$. The depletion layer is $0<x<W$, and the neutral bulk is $x>W$. Illumination and current are uniform over the surface, so the problem has one dimension, and the state is steady. The electrode is much thicker than $W$, than the hole diffusion length and than the absorption length, so that its back contact can be moved to infinity.

Let $\Phi$ be the photon flux that enters the solid, after reflection and losses in the electrolyte have been taken off. With absorption coefficient $\alpha$, the flux $I(x)$ obeys $dI/dx=-\alpha I$ and $I(0)=\Phi$, so $I=\Phi e^{-\alpha x}$. Each absorbed photon is assumed to make one electron--hole pair. The generation rate per volume is then
\begin{equation}
g(x)=-\frac{dI}{dx}=\alpha\Phi e^{-\alpha x}.
\label{eq:g}
\end{equation}

Let $F(x)$ be the number of holes that cross unit area per unit time towards the surface, that is, towards negative $x$. Let $G(x)$ be the corresponding number of electrons moving into the bulk, towards positive $x$. Both motions carry positive current towards the electrolyte, so with $q>0$ the elementary charge,
\begin{equation}
J=q\,[F(x)+G(x)] .
\label{eq:Jtotal}
\end{equation}

\subsection{Width of the depletion layer}

Let $\psi(x)$ be the electric potential relative to the bulk, $N$ the donor density and $\varepsilon$ the permittivity. In the layer the electrons are taken to be absent and the holes too few to matter, which leaves the charge density $qN$. Poisson's equation and the conditions at the edge are
\begin{equation}
\psi''=-\frac{qN}{\varepsilon},\qquad \psi(W)=0,\qquad \psi'(W)=0 .
\end{equation}
Two integrations from $W$ give
\begin{equation}
\psi'(x)=\frac{qN}{\varepsilon}(W-x),\qquad
\psi(x)=-\frac{qN}{2\varepsilon}(W-x)^2 .
\end{equation}
The band bending $\phi>0$ is defined by $\psi(0)=-\phi$. Hence $\phi=qNW^2/(2\varepsilon)$ and
\begin{equation}
W=\sqrt{\frac{2\varepsilon\phi}{qN}},\qquad
\psi(x)=-\phi\left(1-\frac{x}{W}\right)^2 .
\label{eq:W}
\end{equation}
The potential is lowest at the surface, so the field drives holes to the surface and electrons into the bulk.

The sharp edge is an idealization. If the electrons follow a Boltzmann distribution, their density is $Ne^{-b}$ with $b=-q\psi/(k_BT)$, and Poisson's equation becomes
\begin{equation}
b''=\frac{1-e^{-b}}{L_D^2},\qquad
L_D=\sqrt{\frac{\varepsilon k_BT}{q^2N}} ,
\label{eq:debye}
\end{equation}
where $L_D$ is the Debye length. Multiply by $2b'$ and integrate from the bulk, where $b=b'=0$:
\begin{equation}
(b')^2=\frac{2}{L_D^2}\left(b-1+e^{-b}\right).
\label{eq:first}
\end{equation}
By Gauss's law the layer charge per area is $\varepsilon(k_BT/q)|b'(0)|$. Written as $qNW_q$, it defines the charge-equivalent width
\begin{equation}
W_q=L_D^2|b'(0)|=L_D\sqrt{2(v-1+e^{-v})},\qquad v=\frac{q\phi}{k_BT}.
\label{eq:Wq}
\end{equation}
In the same notation $W=L_D\sqrt{2v}$. For $v\gg1$ the electron tail therefore replaces $\phi$ in Eq.~\eqref{eq:W} by $\phi-k_BT/q$. The rest of this half keeps the sharp edge at $W$.

\subsection{Why the two contributions add}

Let $r$ be the net recombination rate per volume. A slice between $x$ and $x+dx$ receives $F(x+dx)$ holes from the right and loses $F(x)$ on the left. It receives $G(x)$ electrons from the left and loses $G(x+dx)$ on the right. In the steady state
\begin{equation}
\frac{dF}{dx}=-(g-r),\qquad \frac{dG}{dx}=g-r .
\label{eq:continuity}
\end{equation}
The sum $F+G$ does not depend on $x$, so $J$ may be evaluated at any plane. The surface is convenient: if no electrons cross it or recombine there, then $G(0)=0$ and $J=qF(0)$.

The photocurrent is the current in the light minus the current in the dark at the same band bending. From here on $F$ denotes this difference, and $r$ the change of the recombination rate caused by light. Take $r=0$ in the layer: the field is assumed to sweep the holes out before they recombine. Integrating Eq.~\eqref{eq:continuity} from $0$ to $W$ gives
\begin{equation}
F(0)=F(W)+\int_0^W\alpha\Phi e^{-\alpha x}\,dx
=F(W)+\Phi\left(1-e^{-\alpha W}\right).
\label{eq:sum}
\end{equation}
The second term is the layer contribution. The first is the flux delivered by the bulk. They add because the holes coming from the bulk cross the layer without loss.

\subsection{Diffusion from the bulk}

At low injection the hole density $p$ stays far below $N$. The field that drives the majority current in the bulk then moves few holes: relative to the electron drift current, hole drift is smaller by the ratio $\mu_pp/(\mu_nN)$, with $\mu_p$ and $\mu_n$ the mobilities. Hole drift in the bulk is neglected. Diffusion runs down the density gradient, so the hole flux towards negative $x$ is $+D\,dp/dx$, with $D$ the hole diffusivity. With lifetime $\tau$ and dark bulk density $p_0$, continuity gives
\begin{equation}
D\frac{d^2p}{dx^2}-\frac{p-p_0}{\tau}+g=0,\qquad x>W .
\label{eq:diffusion}
\end{equation}

Gärtner's edge condition is $p(W)=0$: the layer removes holes as fast as they arrive. Without light, this condition and $p(\infty)=p_0$ give
\begin{equation}
p_{\rm dark}=p_0\left(1-e^{-(x-W)/L}\right),\qquad L=\sqrt{D\tau},
\end{equation}
with the edge flux $Dp_0/L$. The corresponding current $qDp_0/L$ flows in the dark and is no part of the photocurrent. What the photocurrent needs is the weaker condition that the added density $\Delta p=p-p_{\rm dark}$ vanishes at $W$.

Set $y=x-W$. Subtracting the dark equation from Eq.~\eqref{eq:diffusion} and dividing by $D$ gives
\begin{equation}
\frac{d^2\Delta p}{dy^2}-\frac{\Delta p}{L^2}
=-\frac{\alpha\Phi}{D}e^{-\alpha W}e^{-\alpha y}.
\label{eq:excess}
\end{equation}
Try the particular solution $Ce^{-\alpha y}$. It requires
\begin{equation}
C\left(\alpha^2-\frac1{L^2}\right)=-\frac{\alpha\Phi}{D}e^{-\alpha W}
\quad\Longrightarrow\quad
C=\frac{\Phi}{D}\,\frac{\alpha L^2e^{-\alpha W}}{1-\alpha^2L^2}.
\end{equation}
The homogeneous solutions are $e^{y/L}$ and $e^{-y/L}$. The first grows without bound and is excluded. The second must have amplitude $-C$ to make $\Delta p$ vanish at $y=0$. Thus
\begin{equation}
\Delta p(y)=\frac{\Phi}{D}\,
\frac{\alpha L^2e^{-\alpha W}}{1-\alpha^2L^2}
\left(e^{-\alpha y}-e^{-y/L}\right).
\label{eq:profile}
\end{equation}
Its slope at the edge is $C(1/L-\alpha)=C(1-\alpha L)/L$, so
\begin{equation}
F(W)=D\,C\,\frac{1-\alpha L}{L}
=\Phi e^{-\alpha W}\frac{\alpha L(1-\alpha L)}{(1-\alpha L)(1+\alpha L)}
=\Phi e^{-\alpha W}\frac{\alpha L}{1+\alpha L}.
\label{eq:edgeflux}
\end{equation}

The point $\alpha L=1$ is regular, although Eq.~\eqref{eq:profile} reads $0/0$ there. With $z=(1-\alpha L)y/L$ one has $e^{-\alpha y}=e^{-y/L}e^z$, and
\begin{equation}
\Delta p(y)=\frac{\Phi}{D}\,\frac{\alpha L\,y}{1+\alpha L}\,
e^{-\alpha W-y/L}\,\frac{e^z-1}{z}.
\label{eq:stable}
\end{equation}
The last factor tends to 1 as $z\to0$. A program should use this form when $|z|$ is small, with a library function for $e^z-1$ and the value 1 for the last factor at $z=0$, and Eq.~\eqref{eq:profile} otherwise.

\subsection{Gärtner's formula and its meaning}

Insert Eq.~\eqref{eq:edgeflux} in Eq.~\eqref{eq:sum} and divide by $\Phi$. The yield, in holes delivered per photon entering the solid, is
\begin{align}
Y_G(W)&=\underbrace{1-e^{-\alpha W}}_{Y_{\rm layer}}
+\underbrace{e^{-\alpha W}\frac{\alpha L}{1+\alpha L}}_{Y_{\rm diff}}
\nonumber\\
&=1-e^{-\alpha W}\left(1-\frac{\alpha L}{1+\alpha L}\right)
=1-\frac{e^{-\alpha W}}{1+\alpha L},
\label{eq:gartner}
\end{align}
and the photocurrent density is $J=q\Phi Y_G$. For weak absorption the first line is the better one to program, because both terms are positive and $1-e^{-\alpha W}$ can be computed without cancellation.

The same result follows from the fate of single holes. Release holes at unit rate per area at depth $y_0$ in the bulk. Their density $n_1$ obeys $Dn_1''-n_1/\tau=-\delta(y-y_0)$ with $n_1(0)=0$. It is $A\sinh(y/L)$ for $y<y_0$ and $A\sinh(y_0/L)e^{-(y-y_0)/L}$ for $y>y_0$. Integrating across the source fixes the jump of the slope:
\begin{equation}
-\frac{DA}{L}\left(\sinh\frac{y_0}{L}+\cosh\frac{y_0}{L}\right)=-1
\quad\Longrightarrow\quad
\frac{DA}{L}=e^{-y_0/L}.
\end{equation}
The left side of the last equation is the flux $Dn_1'(0)$ at the edge. In this model a hole made at depth $y_0$ is thus collected with probability $e^{-y_0/L}$, and one made in the layer with probability 1. Averaging over the places of absorption gives
\begin{equation}
Y_G=\int_0^W\alpha e^{-\alpha x}dx
+e^{-\alpha W}\int_0^\infty\alpha e^{-\alpha y}e^{-y/L}dy,
\label{eq:average}
\end{equation}
whose second integral is $\alpha/(\alpha+1/L)=\alpha L/(1+\alpha L)$, as in Eq.~\eqref{eq:gartner}.

If $\alpha W$ and $\alpha L$ are both small, then to first order
\begin{equation}
Y_G\approx1-(1-\alpha W)(1-\alpha L)\approx\alpha(W+L):
\end{equation}
the electrode collects from a depth $W+L$. If $\alpha W\gg1$, nearly all light is absorbed in the layer and $Y_G\to1$. If $\alpha L\ll1$ at fixed $\alpha W$, the layer term remains.

\subsection{Numbers for a model electrode}

Take the round parameters $\alpha=1\ \mathrm{\mu m^{-1}}$, $L=0.5\ \mathrm{\mu m}$, $D=1\ \mathrm{cm^2/s}$, relative permittivity 10, $N=10^{16}\ \mathrm{cm^{-3}}$, $T=300\ \mathrm K$ and $\Phi=10^{16}\ \mathrm{cm^{-2}\,s^{-1}}$. Then $q\Phi=1.602\ \mathrm{mA/cm^2}$, $k_BT/q=25.85\ \mathrm{mV}$ and, from Eq.~\eqref{eq:debye}, $L_D=0.0378\ \mathrm{\mu m}$. At $\phi=1\ \mathrm V$ the reduced bending is $v=1/0.02585=38.7$, and
\begin{align}
W&=0.0378\sqrt{2\times38.7}\ \mathrm{\mu m}=0.332\ \mathrm{\mu m},
\nonumber\\
Y_{\rm layer}&=1-e^{-0.332}=0.283,\qquad
Y_{\rm diff}=0.717\times\frac{0.5}{1.5}=0.239,
\nonumber\\
J&=1.602\times(0.283+0.239)\ \mathrm{mA/cm^2}
=0.836\ \mathrm{mA/cm^2}.
\end{align}
In SI units this is $8.36\ \mathrm{A/m^2}$. The other rows follow in the same way:
\begin{center}
\begin{tabular}{ccccc}
$\phi$ (V) & $W$ ($\mu$m) & $Y_{\rm layer}$ & $Y_{\rm diff}$ & $Y_G$\\
0.25 & 0.166 & 0.153 & 0.282 & 0.435\\
0.50 & 0.235 & 0.209 & 0.264 & 0.473\\
1.00 & 0.332 & 0.283 & 0.239 & 0.522\\
2.00 & 0.470 & 0.375 & 0.208 & 0.583
\end{tabular}
\end{center}
As the layer widens, it takes over absorption from the bulk, so the diffusion part falls while the total rises.

The electron tail changes the width at 1 V from $W=0.332$ to $W_q=0.328\ \mathrm{\mu m}$. Since $dY_G/dW=\alpha(1-Y_G)$, using $W_q$ lowers the yield by about $0.004\times0.48=0.002$. Which width belongs in the formula depends on how holes move through the tail.

\section{The smooth edge and the use of the formula}

The symbols carry over. Holes move towards the surface at $x=0$ with flux $F$; $g=\alpha\Phi e^{-\alpha x}$ is their generation rate, $\Delta p$ their light-induced density, $D$ their diffusivity, $\tau$ their bulk lifetime and $L=\sqrt{D\tau}$. The reduced band bending $b(x)$ falls from $v=q\phi/(k_BT)$ at the surface to zero in the bulk, with $b''=(1-e^{-b})/L_D^2$. The sharp layer has width $W=L_D\sqrt{2v}$; its charge-equivalent width is $W_q=L_D^2|b'(0)|=L_D\sqrt{2(v-1+e^{-v})}$. For an edge at $W$, Gärtner's yield is
\begin{equation}
Y_G(W)=1-\frac{e^{-\alpha W}}{1+\alpha L}.
\label{eq:recall}
\end{equation}
The model electrode has $\alpha=1\ \mathrm{\mu m^{-1}}$, $L=0.5\ \mathrm{\mu m}$, $D=1\ \mathrm{cm^2/s}$, $L_D=0.0378\ \mathrm{\mu m}$, $N=10^{16}\ \mathrm{cm^{-3}}$ and $\Phi=10^{16}\ \mathrm{cm^{-2}\,s^{-1}}$.

With a sharp depletion edge at $W$, the layer and diffusion contributions add to Gärtner's formula, which gives $0.84\ \mathrm{mA/cm^2}$ for the model electrode at a band bending of 1 V. It remains to find where the edge lies when the electron tail is smooth, and how slow transfer, recombination and strong light limit the use of the formula.
